**Arrhenius curvature as a rate-weighted variance of barriers**

For parallel jump rates $k_i=\nu_ie^{-\beta E_i}$ with constant $\nu_i$ and $E_i$, and $\beta=1/(k_BT)$, the second derivative of $\ln\sum_ik_i$ with respect to $\beta$ equals the variance of $E_i$ with weights $w_i=k_i/\sum_jk_j$. The program asserts this by differentiating $\ln k$ numerically at high precision for five mechanisms at three values of $\beta$, and by comparing the curvature with the barrier variance of 400,000 simulated jumps chosen by competing random clocks. It also asserts the opposite sign for steps in series, the extended formula for temperature-dependent prefactors, zero curvature for equal barriers, and the position and height of the two-mechanism maximum. For a rough two-term model of dilute arsenic in silicon at 1300 K, the output gives a curvature of 0.0890 eV² and an apparent energy of 3.72 eV. The tangent at 1300 K, extended to 1000 K, falls below the model diffusivity by a factor of 1.32; the program asserts that the tangent does not exceed the model at 40 temperatures from 700 to 1650 K. Among the neglected effects that are sized, doping is the largest at $10^{18}$ cm⁻³ but not at $10^{17}$ cm⁻³: it raises the curvature by 4 % at $10^{17}$ cm⁻³ and by 38 % at $10^{18}$ cm⁻³.

## Verification by program

```python
# Result under test: for parallel jump mechanisms with constant prefactors,
#   k(beta) = sum_i nu_i exp(-beta E_i),  beta = 1/(kB T),
# the second derivative of ln k with respect to beta equals the variance of
# the barriers E_i taken with the rate weights w_i = k_i / k.
# Units: energies in eV, beta in 1/eV, diffusivities in cm^2/s, T in K.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.optimize import minimize_scalar

mp.mp.dps = 30
KB = constants.k / constants.e          # Boltzmann constant, eV/K


def log_rate(channels, beta):
    return mp.log(sum(nu * mp.exp(-beta * E) for nu, E in channels))


def rate_weights(channels, beta):
    rates = [nu * mp.exp(-beta * E) for nu, E in channels]
    total = sum(rates)
    return [r / total for r in rates]


def weighted_moments(weights, values):
    mean = sum(w * v for w, v in zip(weights, values))
    var = sum(w * (v - mean) ** 2 for w, v in zip(weights, values))
    return mean, var


def slope(f, x):
    return mp.diff(f, x, 1)


def curvature(f, x):
    return mp.diff(f, x, 2)


# ---------- general tests on five mechanisms ----------
generic = [(1.0, 1.0), (5.0, 1.15), (40.0, 1.4), (90.0, 1.6), (3.0, 1.15)]
barriers = [E for _, E in generic]
for b in (mp.mpf(3), mp.mpf(8), mp.mpf(20)):
    w = rate_weights(generic, b)
    mean, var = weighted_moments(w, barriers)
    f = lambda x: log_rate(generic, x)
    assert abs(slope(f, b) + mean) < 1e-10
    assert abs(curvature(f, b) - var) < 1e-10
    pair_form = sum(w[i] * w[j] * (barriers[i] - barriers[j]) ** 2
                    for i in range(5) for j in range(5)) / 2
    assert abs(curvature(f, b) - pair_form) < 1e-10
    for i in range(5):
        dw = slope(lambda x: rate_weights(generic, x)[i], b)
        assert abs(dw + w[i] * (barriers[i] - mean)) < 1e-10

# Competing random clocks: the earliest clock decides which jump occurs.
rng = np.random.default_rng(7)
beta_sim, samples = 8.0, 400000
rates = np.array([nu * np.exp(-beta_sim * E) for nu, E in generic])
clocks = rng.exponential(1.0 / rates, size=(samples, 5))
jump_barriers = np.array(barriers)[clocks.argmin(axis=1)]
sim_var = jump_barriers.var()
fourth = np.mean((jump_barriers - jump_barriers.mean()) ** 4)
sim_error = np.sqrt((fourth - sim_var ** 2) / samples)
sim_curv = float(curvature(lambda x: log_rate(generic, x), mp.mpf(8)))
assert abs(sim_var - sim_curv) < 5 * sim_error      # five standard errors
mean_wait = clocks.min(axis=1).mean()
assert abs(mean_wait * rates.sum() - 1) < 5 / np.sqrt(samples)

# Equal barriers with unequal prefactors: no curvature.
equal = [(1.0, 1.3), (50.0, 1.3), (7.0, 1.3)]
assert abs(curvature(lambda x: log_rate(equal, x), mp.mpf(9))) < 1e-10

# Steps in series: curvature is minus the resistance-weighted variance.
b = mp.mpf(8)
series = lambda x: -mp.log(sum(mp.exp(x * E) / nu for nu, E in generic))
resist = [mp.exp(b * E) / nu for nu, E in generic]
resist_w = [r / sum(resist) for r in resist]
assert abs(curvature(series, b)
           + weighted_moments(resist_w, barriers)[1]) < 1e-10

# Prefactors nu_i * beta^(-m_i): variance of local slopes plus mean term.
powers = [1.0, -0.5, 2.0, 0.0, 1.5]
varying = lambda x: mp.log(sum(nu * x ** (-m) * mp.exp(-x * E)
                               for (nu, E), m in zip(generic, powers)))
parts = [nu * b ** (-m) * mp.exp(-b * E)
         for (nu, E), m in zip(generic, powers)]
part_w = [p / sum(parts) for p in parts]
local = [E + m / b for E, m in zip(barriers, powers)]
extra = sum(w * m / b ** 2 for w, m in zip(part_w, powers))
assert abs(curvature(varying, b)
           - weighted_moments(part_w, local)[1] - extra) < 1e-10

# ---------- example: dilute arsenic in silicon, rough typical values ----------
arsenic = [(0.07, 3.45), (12.0, 4.05)]   # (cm^2/s, eV): neutral, charged
E_pair = [E for _, E in arsenic]
gap = E_pair[1] - E_pair[0]
bond_cm = 2.35e-8                        # silicon bond length, rough
T0, T_far, hour = 1300.0, 1000.0, 3600.0
b0, b_far = mp.mpf(1 / (KB * T0)), mp.mpf(1 / (KB * T_far))
lnD = lambda x: log_rate(arsenic, x)

print("Rough input: neutral term %.2f cm^2/s, %.2f eV" % arsenic[0])
print("Rough input: charged term %.1f cm^2/s, %.2f eV" % arsenic[1])
print(f"Barrier difference: {gap:.2f} eV")
print(f"Boltzmann constant: {KB:.6e} eV/K")
for T in (1200.0, 1300.0, 1400.0):
    bT = mp.mpf(1 / (KB * T))
    w = rate_weights(arsenic, bT)
    mean, var = weighted_moments(w, E_pair)
    assert abs(curvature(lnD, bT) - var) < 1e-10
    E_app_of_T = lambda t: -slope(lnD, 1 / (KB * t))
    step = mp.mpf("0.01")
    dEdT = (E_app_of_T(T + step) - E_app_of_T(T - step)) / (2 * step)
    assert abs(dEdT / (var / (KB * T ** 2)) - 1) < 1e-6
    D1, D2 = [nu * mp.exp(-bT * E) for nu, E in arsenic]
    print(f"T = {T:.0f} K: beta = {float(bT):.4f} 1/eV")
    print(f"  D neutral, charged, total: {float(D1):.3e}, "
          f"{float(D2):.3e}, {float(D1 + D2):.3e} cm^2/s")
    print(f"  weights neutral, charged: {float(w[0]):.4f}, {float(w[1]):.4f}")
    print(f"  apparent energy: {float(mean):.4f} eV")
    print(f"  variance: {float(var):.5f} eV^2, "
          f"root: {float(mp.sqrt(var)):.4f} eV")
    print(f"  curvature by differentiation: "
          f"{float(curvature(lnD, bT)):.5f} eV^2")
    print(f"  dE_app/dT: {float(dEdT) * 1e3:.4f} meV/K")

E0, var0 = weighted_moments(rate_weights(arsenic, b0), E_pair)
D0 = mp.exp(lnD(b0))
print(f"Effective jump rate at 1300 K: {float(6*D0/bond_cm**2):.1f} 1/s "
      f"(bond length {bond_cm*1e7:.3f} nm)")
print(f"Diffusion length 2 sqrt(D t), 1300 K, {hour:.0f} s: "
      f"{float(2*mp.sqrt(D0*hour))*1e7:.1f} nm")

# Hand check from three values equally spaced in beta.
h = mp.mpf("0.5")
three = [lnD(b0 - h), lnD(b0), lnD(b0 + h)]
second_difference = (three[0] - 2 * three[1] + three[2]) / h ** 2
# Fourth derivative of a two-channel ln k is at most gap^4/8 in size.
assert abs(second_difference - var0) <= h ** 2 / 12 * gap ** 4 / 8
chord_gap = (three[0] + three[2]) / 2 - three[1]
print(f"Hand check, beta step: {float(h):.1f} 1/eV")
for x, value in zip((b0 - h, b0, b0 + h), three):
    print(f"  T = {float(1/(KB*x)):.1f} K: ln(D/(cm^2/s)) = "
          f"{float(value):.5f}")
print(f"  second difference: {float(second_difference):.5f} eV^2")
print(f"  midpoint lies below chord by {float(chord_gap):.5f} in ln D")

# Crossover and maximum curvature.
b_cross = np.log(arsenic[1][0] / arsenic[0][0]) / gap
best = minimize_scalar(lambda x: -float(curvature(lnD, mp.mpf(x))),
                       bounds=(4, 14), method="bounded",
                       options={"xatol": 1e-7})
assert abs(best.x - b_cross) < 1e-4 and abs(-best.fun - gap**2 / 4) < 1e-9
print(f"Crossover: beta = {b_cross:.4f} 1/eV, T = {1/(KB*b_cross):.1f} K")
print(f"Largest curvature found: {-best.fun:.5f} eV^2")

# Tangent extrapolation never overestimates the rate.
tangent = lambda x: lnD(b0) - E0 * (x - b0)
for T in np.linspace(700, 1650, 40):
    x = mp.mpf(1 / (KB * T))
    assert lnD(x) >= tangent(x) - mp.mpf("1e-20")
true_ratio = mp.exp(lnD(b_far) - tangent(b_far))
quadratic_ratio = mp.exp(var0 * (b_far - b0) ** 2 / 2)
print(f"Extrapolation 1300 K to 1000 K, beta change: "
      f"{float(b_far-b0):.4f} 1/eV")
print(f"  D true: {float(mp.exp(lnD(b_far))):.3e} cm^2/s, "
      f"tangent: {float(mp.exp(tangent(b_far))):.3e} cm^2/s")
print(f"  true/tangent: {float(true_ratio):.4f}, "
      f"variance estimate: {float(quadratic_ratio):.4f}")


# ---------- sizes of neglected effects at 1300 K ----------
def intrinsic_density(x):
    """Rough intrinsic carrier density of silicon in 1/cm^3."""
    return 3.9e16 * (1 / (KB * x)) ** 1.5 * mp.exp(-0.605 * x)


def log_doped(x, donors):
    """ln D with charged-defect enhancement and built-in field factor."""
    half = donors / (2 * intrinsic_density(x))
    root = mp.sqrt(1 + half ** 2)
    D1, D2 = [nu * mp.exp(-x * E) for nu, E in arsenic]
    return mp.log((1 + half / root) * (D1 + D2 * (half + root)))


def percent(value):
    return float(100 * (value / var0 - 1))


print(f"Rough intrinsic density, 1300 K: "
      f"{float(intrinsic_density(b0)):.2e} 1/cm^3")
for donors in (1e17, 1e18, 1e19):
    g = lambda x: log_doped(x, donors)
    c = curvature(g, b0)
    print(f"Arsenic {donors:.0e} 1/cm^3: curvature {float(c):.5f} eV^2 "
          f"({percent(c):+.1f} %), E_app {float(-slope(g, b0)):.4f} eV")
linear_T = curvature(lambda x: lnD(x) + mp.log(1 / (KB * x)), b0)
assert abs(linear_T - var0 - (KB * T0) ** 2) < 1e-10
print(f"Prefactor proportional to T: curvature {float(linear_T):.5f} eV^2 "
      f"({percent(linear_T):+.1f} %)")
quantum = 0.06                           # barrier h-bar omega, eV, rough upper
wigner = lambda x: 1 + (x * quantum) ** 2 / 24
tunnel = curvature(lambda x: lnD(x) + mp.log(wigner(x)), b0)
print(f"Tunnelling, quantum {quantum:.2f} eV: rate factor "
      f"{float(wigner(b0)):.4f}, curvature {percent(tunnel):+.2f} %")
print(f"Clock simulation: variance {sim_var:.5f}, curvature "
      f"{sim_curv:.5f}, standard error {sim_error:.5f} eV^2")
print("no test failed")
```

Printed output:

```
Rough input: neutral term 0.07 cm^2/s, 3.45 eV
Rough input: charged term 12.0 cm^2/s, 4.05 eV
Barrier difference: 0.60 eV
Boltzmann constant: 8.617333e-05 eV/K
T = 1200 K: beta = 9.6704 1/eV
  D neutral, charged, total: 2.268e-16, 1.175e-16, 3.443e-16 cm^2/s
  weights neutral, charged: 0.6588, 0.3412
  apparent energy: 3.6547 eV
  variance: 0.08092 eV^2, root: 0.2845 eV
  curvature by differentiation: 0.08092 eV^2
  dE_app/dT: 0.6521 meV/K
T = 1300 K: beta = 8.9266 1/eV
  D neutral, charged, total: 2.953e-15, 2.390e-15, 5.343e-15 cm^2/s
  weights neutral, charged: 0.5527, 0.4473
  apparent energy: 3.7184 eV
  variance: 0.08900 eV^2, root: 0.2983 eV
  curvature by differentiation: 0.08900 eV^2
  dE_app/dT: 0.6111 meV/K
T = 1400 K: beta = 8.2889 1/eV
  D neutral, charged, total: 2.665e-14, 3.161e-14, 5.826e-14 cm^2/s
  weights neutral, charged: 0.4574, 0.5426
  apparent energy: 3.7756 eV
  variance: 0.08935 eV^2, root: 0.2989 eV
  curvature by differentiation: 0.08935 eV^2
  dE_app/dT: 0.5290 meV/K
Effective jump rate at 1300 K: 58.0 1/s (bond length 0.235 nm)
Diffusion length 2 sqrt(D t), 1300 K, 3600 s: 87.7 nm
Hand check, beta step: 0.5 1/eV
  T = 1377.1 K: ln(D/(cm^2/s)) = -30.99263
  T = 1300.0 K: ln(D/(cm^2/s)) = -32.86301
  T = 1231.0 K: ln(D/(cm^2/s)) = -34.71121
  second difference: 0.08868 eV^2
  midpoint lies below chord by 0.01108 in ln D
Crossover: beta = 8.5736 1/eV, T = 1353.5 K
Largest curvature found: 0.09000 eV^2
Extrapolation 1300 K to 1000 K, beta change: 2.6780 1/eV
  D true: 3.336e-19 cm^2/s, tangent: 2.531e-19 cm^2/s
  true/tangent: 1.3180, variance estimate: 1.3759
Rough intrinsic density, 1300 K: 8.25e+18 1/cm^3
Arsenic 1e+17 1/cm^3: curvature 0.09271 eV^2 (+4.2 %), E_app 3.7125 eV
Arsenic 1e+18 1/cm^3: curvature 0.12279 eV^2 (+38.0 %), E_app 3.6618 eV
Arsenic 1e+19 1/cm^3: curvature 0.12446 eV^2 (+39.8 %), E_app 3.3746 eV
Prefactor proportional to T: curvature 0.10155 eV^2 (+14.1 %)
Tunnelling, quantum 0.06 eV: rate factor 1.0120, curvature +0.33 %
Clock simulation: variance 0.03694, curvature 0.03702, standard error 0.00006 eV^2
no test failed
```
